# Thermal Transistor Gain Above One Requires Negative Differential Thermal Resistance

## 1. Two ordinary links and a node

Let a source at temperature \(T_S\) be joined to a small body, the node, by a link of thermal conductance \(G_S>0\). A second link, \(G_D>0\), joins the node to a drain at \(T_D<T_S\). A gate feeds heat into the node at the rate \(J_G\). With the node at \(T_O\), the currents are

\[
J_S=G_S(T_S-T_O),\qquad J_D=G_D(T_O-T_D).
\]

Both are counted positive from source towards drain. In a steady state the node stores no further heat, so

\[
J_D=J_S+J_G. \tag{1}
\]

Hold \(T_S\) and \(T_D\) fixed and raise the gate current by \(\delta J_G\). The node warms by \(\delta T_O\), whence \(\delta J_S=-G_S\delta T_O\) and \(\delta J_D=G_D\delta T_O\). Equation (1) gives \(\delta J_G=(G_S+G_D)\delta T_O\), and therefore

\[
\alpha\equiv\frac{dJ_D}{dJ_G}=\frac{G_D}{G_S+G_D}<1 .
\]

The added gate heat has two effects: more heat leaves for the drain, and less arrives from the source. The drain gains only part of what the gate supplies. If the drain link stays ordinary, amplification requires that warming the node draw more heat from the source, although the temperature difference driving that heat has shrunk. Section 3 shows that an unusual drain segment offers a second route.

## 2. Nonlinear segments and their slopes

Replace the links by segments with currents \(J_S(T_S,T_O)\) and \(J_D(T_O,T_D)\). The essential assumption is that each current depends on the temperatures of that segment's own two ends and on nothing else that the gate changes. Define

\[
a_S=\frac{\partial J_S}{\partial T_S},\quad
b_S=-\frac{\partial J_S}{\partial T_O},\quad
a_D=\frac{\partial J_D}{\partial T_O},\quad
b_D=-\frac{\partial J_D}{\partial T_D}.
\]

The signs are chosen so that all four slopes are positive for ordinary links. A negative slope is negative differential thermal resistance (NDTR) seen from that end: a larger temperature difference, made by moving that end, carries less heat.

The two slopes of one segment need not agree. For \(J=G(T_O)(T_S-T_O)\), for instance, \(a_S=G\), while \(b_S=G-G'(T_S-T_O)\). It must therefore be said which end is varied.

With the source held fixed as the common terminal, the gate and drain form the two terminal pairs of a small-signal network:

\[
\delta J_G=(a_D+b_S)\,\delta T_O-b_D\,\delta T_D,\qquad
\delta J_D=a_D\,\delta T_O-b_D\,\delta T_D. \tag{2}
\]

The first equation is \(\delta J_G=\delta J_D-\delta J_S\) with \(\delta J_S=-b_S\delta T_O\).

## 3. The gain criterion

At fixed drain temperature, dividing the two equations in (2) gives

\[
\alpha=\frac{a_D}{a_D+b_S},\qquad a_D+b_S\ne0. \tag{3}
\]

The condition \(|\alpha|>1\) means \(a_D^2>(a_D+b_S)^2\). Expanding the square and cancelling \(a_D^2\) leaves

\[
b_S\,(b_S+2a_D)<0. \tag{4}
\]

There are two ways to satisfy this.

- If \(b_S<0\), the bracket must be positive, so \(a_D>|b_S|/2>0\).
- If \(b_S>0\), the bracket must be negative, so \(a_D<-b_S/2<0\).

In both cases exactly one of the two slopes facing the node is negative. For a node of this kind, a gain of magnitude above one therefore requires NDTR, seen from the node, in exactly one of the two segments. Two negative slopes do not help: then \(|a_D+b_S|=|a_D|+|b_S|>|a_D|\), and \(|\alpha|<1\).

The condition is necessary but not sufficient. With \(b_S<0\) and \(0<a_D<|b_S|/2\), one segment has NDTR and yet \(|\alpha|<1\).

The gain breaks no energy balance. From (1), \(dJ_S/dJ_G=\alpha-1\). When \(\alpha=5\), one extra unit of gate heat is accompanied by four extra units from the source.

## 4. Imperfect source and loaded drain

Real terminals are not held perfectly at fixed temperature. Let the source terminal be fed from a fixed reservoir through a conductance \(g_i>0\), and let the drain terminal empty into another fixed reservoir through \(g_L>0\).

An increase \(\delta J_S\) cools the source terminal by \(\delta T_S=-\delta J_S/g_i\). Hence

\[
\delta J_S=a_S\delta T_S-b_S\delta T_O
=-\frac{a_S}{g_i}\delta J_S-b_S\delta T_O .
\]

Collecting \(\delta J_S\) on the left gives \(\delta J_S=-b_S'\delta T_O\). At the drain, \(\delta T_D=\delta J_D/g_L\), and the same steps give \(\delta J_D=a_D'\delta T_O\), where

\[
b_S'=\frac{b_S\,g_i}{g_i+a_S},\qquad
a_D'=\frac{a_D\,g_L}{g_L+b_D}. \tag{5}
\]

Equations (3) and (4) now hold with the primed slopes. If all four terminal slopes are positive, both primed slopes are positive and \(0<\alpha<1\). A load cannot create gain from ordinary segments. NDTR at an outer end can matter, however: \(b_D<-g_L\) reverses the sign of \(a_D'\). Such a drain terminal is unstable at fixed node temperature. With the source held fixed and the gate power imposed, node and drain terminal together can be stable only if \((b_D+g_L)(a_D'+b_S)>0\), here \(a_D'+b_S<0\). The stability condition of Section 5 must therefore not be applied to primed slopes in this case.

These statements were tested by solving the current balances of 20000 random linear networks. Gain of magnitude above one occurred in 6691 of them, each with exactly one negative primed slope. Another 3284 had one negative primed slope and no gain. With all slopes made positive, the largest gain found was 0.99992, below the bound of one.

## 5. Stability and speed

A steady state is useful only if the node returns to it. Let the node have heat capacity \(C\), and let the gate be a reservoir at \(T_g\) acting through a contact \(g_c\), so that \(J_G=g_c(T_g-T_O)\). With \(T_S\), \(T_D\) and \(T_g\) all held fixed, a small deviation obeys

\[
C\frac{d\,\delta T_O}{dt}
=\delta J_S-\delta J_D+\delta J_G
=-(b_S+a_D+g_c)\,\delta T_O. \tag{6}
\]

The node is stable when \(b_S+a_D+g_c>0\). For imposed gate power, set \(g_c=0\). Then source-side NDTR with a stable node requires \(a_D>|b_S|\), which makes \(\alpha>1\).

A gate contact widens the choice. It can stabilize a node with \(|b_S|/2<a_D<|b_S|\), for which (3) gives \(\alpha<-1\). The contact does not enter the ratio \(dJ_D/dJ_G\) itself, because \(J_G\) is the current that actually reaches the node.

Now impose a gate power oscillating as \(e^{i\Omega t}\), slowly enough for the segments to follow. The balance \(i\Omega C\,\delta T_O=-(b_S+a_D)\delta T_O+\delta J_G\) gives

\[
\alpha(\Omega)=\frac{a_D}{a_D+b_S+i\Omega C}. \tag{7}
\]

For a stable node the corner frequency is \(\Omega_c=(a_D+b_S)/C\), where \(|\alpha|\) has fallen by a factor \(\sqrt2\). Its product with the static gain is \(\alpha(0)\Omega_c=a_D/C\). When \(b_S\) brings the sum of slopes towards zero at fixed \(a_D\) and \(C\), gain rises and speed falls in the same proportion.

## 6. Two situations without NDTR

**Small bias.** The second law requires the current to flow from hot to cold. As a smooth function of \(T_O\), \(J_S(T_S,T_O)\) is therefore nonnegative below \(T_S\), zero at \(T_S\), and nonpositive above it. Its derivative at \(T_O=T_S\) cannot be positive, so \(b_S\ge0\) there. The same argument gives \(a_D\ge0\) at \(T_O=T_D\). If such a slope is strictly positive at equilibrium, continuity keeps it positive over some range of bias. NDTR then needs a finite temperature difference across its segment.

**A Fourier bar.** Consider a bar of length \(L\) with any smooth conductivity \(\kappa(x,T)>0\), even one that varies strongly with position and temperature. Let \(J\) be the steady flux per area. Then

\[
\frac{dT}{dx}=-\frac{J}{\kappa(x,T)},\qquad T(0)=T_S .
\]

Let \(v=\partial T/\partial J\) at fixed \(x\) and fixed \(T_S\). Differentiating the equation with respect to \(J\), and writing \(\kappa_T=\partial\kappa/\partial T\), gives

\[
\frac{dv}{dx}=-\frac1\kappa+p\,v,\qquad
p=\frac{J\kappa_T}{\kappa^2},\qquad v(0)=0 .
\]

Multiplication by \(\exp(-\int_0^x p\,dx')\) turns the left side and the term \(pv\) into a total derivative. Integrating from \(0\) to \(L\),

\[
v(L)=-\int_0^L\frac{dx}{\kappa}\,
\exp\!\left(\int_x^L p\,dx'\right)<0. \tag{8}
\]

The integrand is positive whatever the sign of \(\kappa_T\). The slope at the far end is \(-\partial J/\partial T(L)=-1/v(L)>0\), so the bar has no NDTR there. Reversing the direction of \(x\) proves the same for the other end.

For a bar whose conductivity switches steeply at a position-dependent temperature, with its hot end at 360 K, the slopes were 0.18, 0.20 and 0.78 MW/(m² K) at cold-end temperatures of 270, 300 and 330 K. They vary widely but stay positive.

In the bar, the flux at each point depends only on the temperature and its gradient at that point. The next segment is different: the temperature of one end directly sets the rate of energy transfer inside the segment, so the proof above does not apply to it.

## 7. A segment that can have NDTR

Let one vibrational mode be thermalized by the source and another by the node. Their complex amplitudes \(a_1\) and \(a_2\) are scaled so that \(|a_j|^2\) is the energy of the mode. For weak coupling and damping, take the slow-amplitude model

\[
\dot a_1=-(i\omega_S+\gamma_S)a_1-ig\,a_2+\xi_1,\qquad
\dot a_2=-(i\omega_O+\gamma_O)a_2-ig\,a_1+\xi_2 .
\]

Here \(\gamma_S,\gamma_O\) are amplitude damping rates and \(g\) is a real coupling rate. The independent white noises have strengths \(2\gamma_Sk_BT_S\) and \(2\gamma_Ok_BT_O\), so that each uncoupled mode has the classical energy \(k_BT\).

Write \(N_j=\langle|a_j|^2\rangle\), \(c=\langle a_1^*a_2\rangle\), \(\gamma=\gamma_S+\gamma_O\) and \(\delta=\omega_O-\omega_S\). The equations of motion give

\[
\dot N_1=-2\gamma_S(N_1-k_BT_S)+2g\,\mathrm{Im}\,c,
\]
\[
\dot N_2=-2\gamma_O(N_2-k_BT_O)-2g\,\mathrm{Im}\,c,
\]
\[
\dot c=-(\gamma+i\delta)c-ig(N_1-N_2).
\]

The coupling terms in the first two lines cancel in the sum, so the current from mode 1 to mode 2 is \(J_S=-2g\,\mathrm{Im}\,c\). In the steady state the third line gives

\[
c=-\frac{ig(N_1-N_2)}{\gamma+i\delta},\qquad
\mathrm{Im}\,c=-\frac{g\gamma(N_1-N_2)}{\gamma^2+\delta^2},
\]

and thus

\[
J_S=R(N_1-N_2),\qquad R=\frac{2g^2\gamma}{\gamma^2+\delta^2}.
\]

The first two lines give \(N_1=k_BT_S-J_S/(2\gamma_S)\) and \(N_2=k_BT_O+J_S/(2\gamma_O)\). Inserting these and solving for \(J_S\),

\[
J_S=k_B\Gamma\,(T_S-T_O),\qquad
\frac1\Gamma=\frac1R+\frac1{2\gamma_S}+\frac1{2\gamma_O}. \tag{9}
\]

Three resistances act in series: source to mode, mode to mode, and mode to node.

Now let the node's temperature shift its mode, \(\delta=s(T_O-T_r)\) with \(s>0\). The modes are in resonance at \(T_O=T_r\). Separating the part of \(1/\Gamma\) that contains \(\delta\),

\[
\frac1\Gamma=\frac{\gamma}{2g^2}+\frac{\gamma}{2\gamma_S\gamma_O}
+\frac{\delta^2}{2g^2\gamma}
=\frac1{\Gamma_0}\left[1+\frac{(T_O-T_r)^2}{W^2}\right],
\]

where \(1/\Gamma_0\) is the sum of the first two terms. Comparing the quadratic terms gives \(s^2W^2=2g^2\gamma/\Gamma_0\), or

\[
W=\frac{\gamma}{s}\sqrt{1+\frac{g^2}{\gamma_S\gamma_O}} . \tag{10}
\]

Put \(x=T_r-T_O\), and take \(\gamma_S\), \(\gamma_O\) and \(g\) to be independent of temperature. Since \(d\ln\Gamma/dT_O=2x/(W^2+x^2)\), differentiating (9) yields

\[
b_S=k_B\Gamma\left[1-\frac{2x\,(T_S-T_O)}{W^2+x^2}\right]. \tag{11}
\]

The first term is the loss of driving temperature difference. The second is the improved match of the modes as the node warms towards resonance. For \(x>0\), NDTR requires

\[
T_S-T_O>\frac{W^2+x^2}{2x}. \tag{12}
\]

To find the range of node temperatures at fixed \(T_S\), let \(u=T_S-T_r\), so \(T_S-T_O=u+x\). Then \(b_S<0\) means \(x^2+2ux-W^2>0\). The roots are \(-u\pm\sqrt{u^2+W^2}\). With \(T_O<T_S\), that is \(x>-u\), the upper root is the relevant one:

\[
T_O<T_S-\sqrt{(T_S-T_r)^2+W^2}. \tag{13}
\]

## 8. A worked operating point

Take the round model parameters \(T_S=360\) K, \(T_D=240\) K, \(T_r=350\) K, \(\gamma_S=\gamma_O=g=0.10\) ps⁻¹ and \(s=0.010\) ps⁻¹ K⁻¹. The source mode has angular frequency 10 ps⁻¹. The shift \(s\) is thus 0.1% of this frequency per kelvin, much stronger than in most ordinary crystals. With the other values unchanged, (10) and (13) place the onset of NDTR below the drain temperature when \(s\) is less than about 0.0024 ps⁻¹ K⁻¹. The drain segment is a linear link, \(a_D=0.170\) pW/K. Equation (10) gives

\[
W=\frac{0.20}{0.010}\sqrt2\ \mathrm K=28.28\ \mathrm K .
\]

By (13), NDTR occurs below \(360-\sqrt{10^2+28.28^2}=330\) K. Choose \(T_O=320\) K, where \(x=30\) K. Equation (12) then asks for a source-node difference above \((800+900)/60=28.3\) K, and the actual difference is 40 K.

At this point \(\delta=-0.30\) ps⁻¹, so \(R=0.004/(0.04+0.09)=0.0308\) ps⁻¹. Hence \(1/\Gamma=32.5+5+5=42.5\) ps and \(\Gamma=0.0235\) ps⁻¹, compared with 0.0500 ps⁻¹ at resonance. In conductance units \(k_B\Gamma=0.3249\) pW/K. The currents are

\[
J_S=0.32486\times40=12.99\ \mathrm{pW},\qquad
J_D=0.170\times80=13.60\ \mathrm{pW},
\]

and the gate supplies the difference, 0.61 pW. From (11) and (3),

\[
b_S=0.3249\left(1-\frac{2\times30\times40}{1700}\right)
=-0.1338\ \mathrm{pW/K},
\]
\[
\alpha=\frac{0.1700}{0.1700-0.1338}=4.69 .
\]

The last digit uses the unrounded slope. Two complete steady states at slightly different gate powers gave the same gain.

The slow-amplitude model was also compared with the full covariance of two position-coupled oscillators, with \(g\) held fixed as the frequency shifts. At four node temperatures from 300 to 350 K the flux differed by at most 0.07% of the full value. The full model's gain is 4.71, about 0.5% higher. The gain is more sensitive than the slope: by (3), a small fractional change in \(b_S\) alters \(\alpha\) by a fraction \(|b_S|/(a_D+b_S)=3.7\) times as large. For the same reason the close agreement depends on holding \(g\) fixed. With a fixed spring constant instead, \(g\) would fall as the node warms, and the gain would drop to about 3.7. The fixed damping matters just as much. Real linewidths usually grow with temperature, and with \(\gamma_O\propto T_O\), equal to 0.10 ps⁻¹ at 320 K, \(b_S\) becomes \(-0.145\) pW/K and the gain about 6.7. The value 4.69 belongs to the model with constant rates, not to a material.

Both models are classical. At a common frequency of 10 ps⁻¹, the difference of Planck energies between 360 and 320 K is 0.996 of the classical difference.

**Larger signals.** Moving the node from 300 to 310 K raises \(J_D\) by 1.70 pW for 0.24 pW of extra gate power, a ratio of about 7. From 330 to 340 K the same rise in \(J_D\) costs 3.23 pW, a ratio of 0.53. The local gain is 10.2 at 310 K, one at 330 K and 0.33 at 340 K. It passes through one where \(b_S\) changes sign, as (3) requires.

The most negative \(b_S\) found between drain and source temperatures is \(-0.154\) pW/K. The chosen drain link exceeds this in magnitude, so \(a_D+b_S\) stayed positive throughout the scanned range.

**Time response.** Let \(C=10^{-18}\) J/K, which is 1 pW µs/K. The decay rate at 320 K is 0.0362 µs⁻¹ and the response time 27.6 µs. This is far longer than the picosecond relaxation of the modes, as the slow response in (7) requires. At the corner frequency the gain is \(4.69/\sqrt2=3.32\). These values leave out thermal noise, which matters for so small a node: even in equilibrium at 320 K its temperature would fluctuate by \(\sqrt{k_BT_O^2/C}=1.2\) K, and the weak restoring slope here makes the fluctuations larger, roughly by \(\sqrt{(k_B\Gamma+a_D)/(a_D+b_S)}=3.7\), to about 4.4 K. The local gain changes markedly over such a range. A larger \(C\) reduces them but slows the response.

With a weaker drain link, 0.10 pW/K, and imposed gate power, a small deviation grows at 0.0338 µs⁻¹. A gate contact of 0.20 pW/K turns this into decay at 0.166 µs⁻¹. To hold the node at 320 K the gate reservoir must then be at 295 K, so the gate removes heat. The gain is

\[
\alpha=\frac{0.10}{0.10-0.1338}=-2.96 .
\]

The minus sign does not mean that heating the node lowers the drain current. Warming the gate reservoir warms the node and raises \(J_D\), but \(J_G\) falls: the gate then removes more heat. The numerical output lists these values in more detail.

## 9. Where the theorem stops

The assumption in Section 2 excludes a gate that steers a conductance from outside the heat path. Consider a direct source-drain link \(K(T_g)>0\) controlled by a separate gate body, which is itself linked to the drain by \(w>0\). Then

\[
J_G=w(T_g-T_D),\qquad
J_D=K(T_g)(T_S-T_D)+J_G .
\]

At fixed \(T_S\) and \(T_D\), \(dT_g/dJ_G=1/w\), so

\[
\alpha=1+\frac{K'(T_g)\,(T_S-T_D)}{w}. \tag{14}
\]

For \(K'=0.002\) pW/K² and \(w=0.05\) pW/K, with the same source and drain, \(\alpha=1+0.002\times120/0.05=5.8\). At fixed \(T_g\) each link carries more heat when its own temperature difference grows. Neither has NDTR.

The algebra of Section 3 can still be applied formally, with \(b_S=-K'(T_S-T_D)\) and \(a_D=w+K'(T_S-T_D)\). The negative quantity is then a response to a third temperature, not the differential resistance of a segment between its own ends. A measured gain above one therefore implies NDTR only after it has been established that the gate acts through the temperature of the shared node, and that this temperature does not also steer a direct path from source to drain.

## Numbers as computed

```
INPUTS
source, drain, node temperatures: 360, 240, 320 K
node temperature at resonance: 350 K
source oscillator angular frequency: 10.0 1/ps
damping source, node; coupling: 0.10, 0.10, 0.10 1/ps
frequency shift of node oscillator: 0.010 1/(ps K)
drain link conductance: 0.170 pW/K
node heat capacity: 1.0e-18 J/K
SOURCE SEGMENT
largest relative flux error of closed form: 6.6e-04
transfer rate at resonance: 0.0500 1/ps
transfer rate at node temperature: 0.02353 1/ps
thermal width W of resonance: 28.28 K
NDTR below node temperature, formula: 330.00 K
NDTR below node temperature, full model: 330.01 K
least source-node bias for NDTR, formula: 28.33 K
least source-node bias for NDTR, full model: 28.32 K
slope b_S at zero source-node bias: 0.3249 pW/K
quantum / classical thermal energy difference: 0.9958
OPERATING POINT AND GAIN
source, drain, gate currents: 12.9943, 13.6000, 0.6057 pW
slope b_S: -0.13377 pW/K; sum b_S + a_D: 0.03623 pW/K
gain from slopes: 4.6916; from steady states: 4.6917
gain of full oscillator model: 4.7143
node 300 K: J_S 10.041, J_D 10.200, J_G 0.159 pW; b_S -0.1369 pW/K; gain 5.140
node 310 K: J_S 11.505, J_D 11.900, J_G 0.395 pW; b_S -0.1534 pW/K; gain 10.244
node 320 K: J_S 12.994, J_D 13.600, J_G 0.606 pW; b_S -0.1338 pW/K; gain 4.692
node 330 K: J_S 13.806, J_D 15.300, J_G 1.494 pW; b_S 0.0000 pW/K; gain 1.000
node 340 K: J_S 12.272, J_D 17.000, J_G 4.728 pW; b_S 0.3409 pW/K; gain 0.333
most negative b_S between drain and source: -0.1540 pW/K
RANDOM NETWORKS
networks: 20000; with gain magnitude above one: 6691
one negative effective slope but no gain: 3284
largest gain with all slopes positive: 0.99992
NODE DYNAMICS
drain link 0.17, gate contact 0.00 pW/K: decay rate 0.03624 1/us
drain link 0.10, gate contact 0.00 pW/K: decay rate -0.03376 1/us
drain link 0.10, gate contact 0.20 pW/K: decay rate 0.16624 1/us
gate reservoir for weak drain link: 295.03 K; gain -2.9616
response time: 27.60 us; gain at corner: 3.3175
static gain times corner angular frequency: 0.1700 1/us
INHOMOGENEOUS FOURIER BAR, 1 um LONG, HOT END AT SOURCE TEMPERATURE
cold end 270 K: flux 43.939 MW/m^2, slope 0.1815 MW/(m^2 K)
cold end 300 K: flux 38.216 MW/m^2, slope 0.2017 MW/(m^2 K)
cold end 330 K: flux 29.377 MW/m^2, slope 0.7782 MW/(m^2 K)
VALVE OUTSIDE THE NODE MODEL
conductance at 300 K: 0.10 pW/K; its slope: 0.002 pW/K^2
gate-drain link: 0.05 pW/K; gain without NDTR: 5.800
```
